# Gradient, mixing invariance and Hessian zero modes for nonorthogonal orbitals: verification in Python

```python
"""
Result under test: for E(C) = Tr(S^-1 H), S = C^dagger C, H = C^dagger h C,
  * dE = 2 Re Tr(dC^dagger G), G = (1 - P) h C S^-1, P = C S^-1 C^dagger;
  * E(C M) = E(C) for every invertible M, and G(C M) = G(C) (M^dagger)^-1;
  * at a stationary point the directions C A (any square A) are zero modes
    of the Hessian; away from it the Hessian sends C A to -2 G A^dagger.
C: orbital coefficients (plane waves x orbitals), h: fixed Hermitian matrix.
Hartree atomic units. Reference derivatives are differences of E alone.
Real coordinates of C: all real parts followed by all imaginary parts.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def dag(a):
    return a.conj().T


def pack(a):
    return np.concatenate([a.real.ravel(), a.imag.ravel()])


def unpack(x, shape):
    half = x.size // 2
    return (x[:half] + 1j * x[half:]).reshape(shape)


def energy(C, h):
    return np.trace(np.linalg.solve(dag(C) @ C, dag(C) @ h @ C)).real


def gradient(C, h):
    S_inv = np.linalg.inv(dag(C) @ C)
    hC = h @ C
    return (hC - C @ (S_inv @ (dag(C) @ hC))) @ S_inv


def fd_gradient(C, h):
    """Fourth-order central differences of the energy."""
    s = 1e-3
    result = []
    for e in np.eye(2 * C.size):
        d = s * unpack(e, C.shape)
        near = energy(C + d, h) - energy(C - d, h)
        far = energy(C + 2 * d, h) - energy(C - 2 * d, h)
        result.append((8 * near - far) / (12 * s))
    return np.array(result)


def fd_hessian(C, h):
    """Second differences of the energy, extrapolated from two steps."""
    size = 2 * C.size
    directions = [unpack(e, C.shape) for e in np.eye(size)]

    def second_differences(s):
        out = np.zeros((size, size))
        for i in range(size):
            plus, minus = C + s * directions[i], C - s * directions[i]
            for j in range(i + 1):
                d = s * directions[j]
                value = (energy(plus + d, h) - energy(plus - d, h)
                         - energy(minus + d, h) + energy(minus - d, h))
                out[i, j] = out[j, i] = value / (4 * s * s)
        return out

    s = 1.5e-3
    return (4 * second_differences(s) - second_differences(2 * s)) / 3


def crystal(k_fraction, v1, v2):
    kinetic = 0.5 * (g * (k_fraction + waves)) ** 2
    matrix = np.diag(kinetic).astype(complex)
    for row, m in enumerate(waves):
        for col, n in enumerate(waves):
            if abs(m - n) == 1:
                matrix[row, col] += v1
            elif abs(m - n) == 2:
                matrix[row, col] += -1j * v2 * np.sign(m - n)
    return matrix


def orbit_basis(C):
    """Columns: real coordinates of C A for a real basis of complex A."""
    N = C.shape[1]
    return np.array([pack(C @ unpack(e, (N, N)))
                     for e in np.eye(2 * N * N)]).T


# Model and trial orbitals
period, k_fraction, v1, v2, N = 5.0, 0.3, 0.2, 0.1, 3
g = 2 * np.pi / period
waves = np.arange(-4, 5)
h = crystal(k_fraction, v1, v2)
levels, states = np.linalg.eigh(h)
E_min = levels[:N].sum()
trial = np.array([[float(m == centre) + 0.2 * np.exp(1j * j * m)
                   for j, centre in zip((1, 2, 3), (0, -1, 1))]
                  for m in waves])
M = np.array([[1, 0.5, 0.2j], [0, 1.5, 0.4], [0, 0, 2]], dtype=complex)
zero_tol = 1e-5   # well above the noise of the second differences

# Gradient and invariance
G = gradient(trial, h)
grad_reference = fd_gradient(trial, h)
grad_error = np.max(np.abs(grad_reference - 2 * pack(G)))
assert grad_error < 1e-7
assert np.max(np.abs(dag(trial) @ G)) < 1e-12
E_trial, E_mixed = energy(trial, h), energy(trial @ M, h)
ortho = np.linalg.qr(trial)[0]
assert abs(E_mixed - E_trial) < 1e-11
assert abs(np.trace(dag(ortho) @ h @ ortho).real - E_trial) < 1e-11
trace_H = np.trace(dag(trial) @ h @ trial).real
trace_H_mixed = np.trace(dag(trial @ M) @ h @ trial @ M).real
assert abs(trace_H - trace_H_mixed) > 0.1
covariance_error = np.max(np.abs(fd_gradient(trial @ M, h)
                                 - 2 * pack(G @ np.linalg.inv(dag(M)))))
assert covariance_error < 1e-7

# Hessian away from a stationary point
hess_trial = fd_hessian(trial, h)
A = np.array([[0.3, 1j, -0.5], [0.7, -0.2j, 0.4], [0.1, 0.6, 1 + 0.5j]])
image = hess_trial @ pack(trial @ A)
image_error = np.max(np.abs(image + 2 * pack(G @ dag(A))))
assert image_error < 1e-5 and np.linalg.norm(image) > 0.1
orbit = orbit_basis(trial)
orbit_block = np.max(np.abs(orbit.T @ hess_trial @ orbit))
assert orbit_block < 1e-5
assert np.linalg.matrix_rank(G, tol=1e-6) == N
negative_trial = int(np.sum(np.linalg.eigvalsh(hess_trial) < -zero_tol))
assert negative_trial >= 2 * N * N

# Hessian at the minimum, orthonormal eigenorbitals
C_min = states[:, :N]
hess_min = fd_hessian(C_min, h)
curv_min, modes_min = np.linalg.eigh(hess_min)
gaps = (levels[N:, None] - levels[None, :N]).ravel()
expected = np.sort(np.concatenate([np.zeros(2 * N * N),
                                   np.repeat(2 * gaps, 2)]))
spectrum_error = np.max(np.abs(curv_min - expected))
assert spectrum_error < 1e-5
zeros_min = int(np.sum(np.abs(curv_min) < zero_tol))
assert zeros_min == 2 * N * N
assert np.linalg.matrix_rank(orbit_basis(C_min)) == 2 * N * N
null_error = np.max(np.abs(hess_min @ orbit_basis(C_min)))
assert null_error < 1e-5

# The same minimum in nonorthogonal orbitals
C_mix = C_min @ M
hess_mix = fd_hessian(C_mix, h)
curv_mix = np.linalg.eigvalsh(hess_mix)
S_inv = np.linalg.inv(dag(C_mix) @ C_mix)
H_mix = dag(C_mix) @ h @ C_mix
mixed_values = np.concatenate([
    np.linalg.eigvalsh(2 * (e * S_inv - S_inv @ H_mix @ S_inv))
    for e in levels[N:]])
expected_mix = np.sort(np.concatenate([np.zeros(2 * N * N),
                                       np.repeat(mixed_values, 2)]))
mixed_error = np.max(np.abs(curv_mix - expected_mix))
assert mixed_error < 1e-5
zeros_mix = int(np.sum(np.abs(curv_mix) < zero_tol))
assert zeros_mix == zeros_min
D_test = unpack(np.sin(np.arange(1, 2 * C_mix.size + 1)), C_mix.shape)
Q = np.eye(len(waves)) - C_mix @ S_inv @ dag(C_mix)
action = Q @ (h @ D_test - D_test @ S_inv @ H_mix) @ S_inv
assert np.max(np.abs(hess_mix @ pack(D_test) - 2 * pack(action))) < 1e-5
positive_min = curv_min[curv_min > zero_tol]
positive_mix = curv_mix[curv_mix > zero_tol]
assert len(positive_min) == len(positive_mix)

# Excited stationary point: occupy levels 1, 2 and 4
occupied, empty = [0, 1, 3], [2, 4, 5, 6, 7, 8]
curv_saddle = np.linalg.eigvalsh(fd_hessian(states[:, occupied], h))
saddle_gaps = (levels[empty][:, None] - levels[occupied][None, :]).ravel()
expected_saddle = np.sort(np.concatenate([np.zeros(2 * N * N),
                                          np.repeat(2 * saddle_gaps, 2)]))
assert np.max(np.abs(curv_saddle - expected_saddle)) < 1e-5
negative_saddle = int(np.sum(curv_saddle < -zero_tol))
assert negative_saddle == 2

# Real orbitals: real parts only, in a crystal with a real matrix
h_real = crystal(k_fraction, v1, 0.0)
C_real = np.linalg.eigh(h_real.real)[1][:, :N].astype(complex)
real_block = fd_hessian(C_real, h_real)[:C_real.size, :C_real.size]
zeros_real = int(np.sum(np.abs(np.linalg.eigvalsh(real_block)) < zero_tol))
assert zeros_real == N * N

# Free electrons at k = 0: one occupied and one empty level coincide
h_free = crystal(0.0, 0.0, 0.0)
C_free = np.eye(len(waves), dtype=complex)[:, [4, 5]]
curv_free = np.linalg.eigvalsh(fd_hessian(C_free, h_free))
zeros_free = int(np.sum(np.abs(curv_free) < zero_tol))
assert zeros_free == 2 * 2 ** 2 + 2

# Linear conjugate gradients with the singular Hessian at the minimum
rhs = hess_min @ np.sin(np.arange(1, len(hess_min) + 1))
x, residual = np.zeros_like(rhs), rhs.copy()
direction, linear_steps = residual.copy(), 0
while np.linalg.norm(residual) > 1e-6 * np.linalg.norm(rhs):
    product = hess_min @ direction
    old = residual @ residual
    step = old / (direction @ product)
    x += step * direction
    residual -= step * product
    direction = residual + (residual @ residual) / old * direction
    linear_steps += 1
    assert linear_steps < 100
null_modes = modes_min[:, np.abs(curv_min) < zero_tol]
null_fraction = np.linalg.norm(null_modes.T @ x) / np.linalg.norm(x)
assert null_fraction < 1e-4


# Nonlinear conjugate gradients from equivalent starting orbitals
def inner(a, b):
    return np.vdot(a, b).real


def minimise(start, covariant, max_steps=2000):
    C, D, history = start.copy(), None, [energy(start, h)]
    while history[-1] - E_min > 1e-9 and len(history) <= max_steps:
        grad = gradient(C, h)
        R = grad @ (dag(C) @ C) if covariant else grad
        norm = inner(grad, R)
        if D is None:
            D = -R
        else:
            beta = max(0.0, (norm - inner(grad_old, R)) / norm_old)
            D = -R + beta * D
            if inner(grad, D) >= 0:
                D = -R

        def slope(t):
            return inner(D, gradient(C + t * D, h))

        t = 0.01
        while slope(t) < 0 and t < 1e4:
            t *= 1.5
        if slope(t) > 0:
            t = brentq(slope, 0.0, t, xtol=1e-13)
        C = C + t * D
        grad_old, norm_old = grad, norm
        history.append(energy(C, h))
    return np.array(history)


strong_M = M @ np.diag([1.0, 3.0, 9.0])
cov_a, cov_b = minimise(trial, True), minimise(trial @ strong_M, True)
plain_a, plain_b = minimise(trial, False), minimise(trial @ strong_M, False)
assert cov_a[-1] - E_min < 1e-8 and cov_b[-1] - E_min < 1e-8
shared = min(8, len(cov_a), len(cov_b))
cov_difference = np.max(np.abs(cov_a[:shared] - cov_b[:shared]))
assert cov_difference < 1e-7
shared_plain = min(6, len(plain_a), len(plain_b))
plain_difference = np.max(np.abs(plain_a[:shared_plain]
                                 - plain_b[:shared_plain]))
assert plain_difference > 1e-3

print(f"period: {period:.1f} bohr; k / reciprocal period: {k_fraction}")
print(f"v1, v2: {v1}, {v2} hartree")
print(f"plane waves: {len(waves)}; orbitals: {N}")
print(f"real coordinates: {2 * trial.size}")
print("levels 1-5 (hartree):", np.round(levels[:5], 5))
print(f"highest level: {levels[-1]:.5f} hartree")
print(f"minimum energy: {E_min:.6f} hartree = {E_min * HARTREE_EV:.4f} eV")
print("TRIAL ORBITALS")
print("eigenvalues of S:", np.round(np.linalg.eigvalsh(dag(trial) @ trial), 4))
print(f"E(C): {E_trial:.8f} hartree")
print(f"E(CM): {E_mixed:.8f} hartree")
print(f"Tr H for C: {trace_H:.5f} hartree")
print(f"Tr H for CM: {trace_H_mixed:.5f} hartree")
print(f"norm of G: {np.linalg.norm(G):.5f} hartree")
print(f"gradient, largest error: {grad_error:.1e} hartree")
print(f"gradient at CM, largest error: {covariance_error:.1e} hartree")
print(f"norm of Hessian times CA: {np.linalg.norm(image):.4f} hartree")
print(f"its largest error against -2GA^dagger: {image_error:.1e} hartree")
print(f"largest element of orbit block: {orbit_block:.1e} hartree")
print(f"negative curvatures at trial point: {negative_trial}")
print("STATIONARY POINTS")
print(f"zero modes, orthonormal minimum: {zeros_min}")
print(f"zero modes, mixed minimum: {zeros_mix}")
print(f"positive curvatures at minimum: {len(positive_min)}")
print(f"Hessian on orbit, largest element: {null_error:.1e} hartree")
print(f"orthonormal: smallest positive {positive_min[0]:.5f} hartree")
print(f"orthonormal: largest {positive_min[-1]:.5f} hartree")
print(f"orthonormal: ratio {positive_min[-1] / positive_min[0]:.3f}")
print(f"mixed: smallest positive {positive_mix[0]:.5f} hartree")
print(f"mixed: largest {positive_mix[-1]:.5f} hartree")
print(f"mixed: ratio {positive_mix[-1] / positive_mix[0]:.3f}")
print(f"curvature error, orthonormal: {spectrum_error:.1e} hartree")
print(f"curvature error, mixed: {mixed_error:.1e} hartree")
print(f"levels 1,2,4 occupied: negative curvatures {negative_saddle}")
print(f"levels 1,2,4 occupied: lowest {curv_saddle[0]:.5f} hartree")
print(f"real orbitals, N=3: zero modes {zeros_real}")
print(f"free electrons, N=2, degenerate: zero modes {zeros_free}")
print("CONJUGATE GRADIENTS")
print(f"linear solve: steps {linear_steps}")
print(f"linear solve: null-space fraction {null_fraction:.1e}")
print("strong mixing = M times diag(1, 3, 9)")
print(f"direction GS: steps from C {len(cov_a) - 1}")
print(f"direction GS: steps from mixed C {len(cov_b) - 1}")
print(f"direction GS: early energy difference {cov_difference:.1e} hartree")
print(f"direction G: steps from C {len(plain_a) - 1}")
print(f"direction G: steps from mixed C {len(plain_b) - 1}")
print(f"direction G: early energy difference {plain_difference:.4f} hartree")
print(f"direction G, mixed: final error {plain_b[-1] - E_min:.1e} hartree")
print("finished without a failed check")
```

Output:

```
period: 5.0 bohr; k / reciprocal period: 0.3
v1, v2: 0.2, 0.1 hartree
plane waves: 9; orbitals: 3
real coordinates: 54
levels 1-5 (hartree): [-0.06104  0.44791  1.35971  2.29514  4.18334]
highest level: 14.60674 hartree
minimum energy: 1.746575 hartree = 47.5267 eV
TRIAL ORBITALS
eigenvalues of S: [0.546  1.331  2.0406]
E(C): 6.21102373 hartree
E(CM): 6.21102373 hartree
Tr H for C: 7.03676 hartree
Tr H for CM: 15.12257 hartree
norm of G: 6.01501 hartree
gradient, largest error: 7.8e-11 hartree
gradient at CM, largest error: 2.5e-11 hartree
norm of Hessian times CA: 13.3009 hartree
its largest error against -2GA^dagger: 2.2e-09 hartree
largest element of orbit block: 2.4e-09 hartree
negative curvatures at trial point: 22
STATIONARY POINTS
zero modes, orthonormal minimum: 18
zero modes, mixed minimum: 18
positive curvatures at minimum: 36
Hessian on orbit, largest element: 2.3e-10 hartree
orthonormal: smallest positive 1.87086 hartree
orthonormal: largest 29.33557 hartree
orthonormal: ratio 15.680
mixed: smallest positive 0.45285 hartree
mixed: largest 34.95230 hartree
mixed: ratio 77.183
curvature error, orthonormal: 9.5e-09 hartree
curvature error, mixed: 1.3e-08 hartree
levels 1,2,4 occupied: negative curvatures 2
levels 1,2,4 occupied: lowest -1.87086 hartree
real orbitals, N=3: zero modes 9
free electrons, N=2, degenerate: zero modes 10
CONJUGATE GRADIENTS
linear solve: steps 17
linear solve: null-space fraction 2.5e-10
strong mixing = M times diag(1, 3, 9)
direction GS: steps from C 19
direction GS: steps from mixed C 19
direction GS: early energy difference 1.8e-15 hartree
direction G: steps from C 19
direction G: steps from mixed C 68
direction G: early energy difference 1.6728 hartree
direction G, mixed: final error 6.8e-10 hartree
finished without a failed check
```
